# Raman spectra from polarizability trajectories: prefactors, estimator and normal-mode validation

## The decision: which factor multiplies the transform

A trajectory with classical nuclei gives a polarizability autocorrelation function, and its Fourier transform must be multiplied by a function of frequency before its band intensities can be compared with measured ones. The choice can decide which band is stronger. In the triatomic model treated below, at 300 K, the correct Stokes intensity of the symmetric stretch is 1.82 times that of the bend. The factor $2/(1+e^{-x})$, with $x=\hbar\omega/kT$, makes it 0.87 times, although it gives the correct ratio of anti-Stokes to Stokes strength.

The factor to use for fundamentals is $x/(1-e^{-x})$. Let $\alpha$ be the polarizability volume tensor, and split it as

$$a=\tfrac13\,\mathrm{tr}\,\alpha,\qquad \beta=\alpha-a\mathbf 1,\qquad \gamma^2=\tfrac32\,\mathrm{tr}\,\beta^2 .$$

Let $S_{\rm iso}$ and $S_\gamma$ be the classical spectra, per unit wavenumber, of $\langle\delta a(t)\delta a(0)\rangle$ and $\tfrac32\langle\mathrm{tr}\,\delta\beta(t)\delta\beta(0)\rangle$, where $\delta$ marks the deviation from the mean. They extend over both signs of the shift $\tilde\nu$, positive for Stokes scattering. For incident light polarized perpendicular to the scattering plane, 90° scattering, and detection of both polarizations by photon counting,

$$\frac{d^2\sigma}{d\Omega\,d\tilde\nu}=(2\pi)^4\tilde\nu_L(\tilde\nu_L-\tilde\nu)^3\,\frac{x}{1-e^{-x}}\left[S_{\rm iso}+\tfrac{7}{45}S_\gamma\right]. \tag{1}$$

The assumptions are harmonic nuclei, $\alpha$ linear in the displacements, light far from electronic resonance, and a molecule that vibrates without rotating but is randomly oriented.

## Optical prefactor and sign of the shift

A field of amplitude $E$ induces a dipole of amplitude $p=4\pi\varepsilon_0\alpha E$, where $\alpha$ is the component between the two polarization directions. Viewed at right angles to the selected dipole component, it radiates $\omega_s^4p^2/(32\pi^2\varepsilon_0c^3)$ per unit solid angle. Division by the incident intensity $\tfrac12\varepsilon_0cE^2$ gives $(\omega_s/c)^4\alpha^2$. This is a ratio of powers. A photon counter needs emitted power divided by $\hbar\omega_s$ and incident intensity divided by $\hbar\omega_L$, which multiplies the result by $\omega_L/\omega_s$. With $\omega/c=2\pi\tilde\nu$, the prefactor becomes $(2\pi)^4\tilde\nu_L\tilde\nu_s^3$. For detected power it would be $(2\pi)^4\tilde\nu_s^4$.

In the quantum description, $\alpha^2$ is replaced by squared matrix elements between vibrational states, weighted by the initial populations $p_i$:

$$S_q(\omega)=\sum_{if}p_i|\alpha_{fi}|^2\,\delta(\omega-\omega_{fi}),\qquad \omega_{fi}=(E_f-E_i)/\hbar .$$

Positive $\omega$ is energy left in the molecule, so $\omega_s=\omega_L-\omega$. Since $\langle i|\alpha(t)|f\rangle=e^{-i\omega_{fi}t}\alpha_{if}$, and $\int e^{i(\omega-\omega_{fi})t}dt=2\pi\delta(\omega-\omega_{fi})$,

$$S_q(\omega)=\frac1{2\pi}\int_{-\infty}^{\infty}e^{i\omega t}\langle\alpha(t)\alpha(0)\rangle\,dt .$$

The classical correlation function is even in time, so its spectrum is even in $\omega$ and cannot tell Stokes from anti-Stokes.

## Orientation average

Let $\beta^A$ and $\beta^C$ be the traceless parts of $\alpha$ at two times. An average over common rotations must be an isotropic tensor with the symmetry of the two factors:

$$\langle\beta^A_{ij}\beta^C_{kl}\rangle=p(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})+q\,\delta_{ij}\delta_{kl}.$$

Setting $i=j$ and summing must give zero, so $2p+3q=0$ and $q=-2p/3$. Setting $k=i$, $l=j$ and summing gives $T\equiv\mathrm{tr}\,\beta^A\beta^C=12p+3q=10p$, so $p=T/10$. Therefore

$$\langle\beta^A_{ZZ}\beta^C_{ZZ}\rangle=2p+q=\tfrac{2}{15}T,\qquad \langle\beta^A_{XZ}\beta^C_{XZ}\rangle=p=\tfrac1{10}T .$$

The cross terms between $a$ and $\beta_{ZZ}$ vanish because $\beta_{ZZ}$ averages to $\mathrm{tr}\,\beta/3=0$. With $T=\tfrac23\gamma^2$, the parallel and crossed spectra are

$$S_\parallel=S_{\rm iso}+\tfrac4{45}S_\gamma,\qquad S_\perp=\tfrac1{15}S_\gamma .$$

Their sum is the bracket in (1). For a single band, with $a'$ and $\gamma'$ formed from the derivative of $\alpha$ along the mode, the depolarization ratio is

$$\rho=\frac{\gamma'^2/15}{a'^2+4\gamma'^2/45}=\frac{3\gamma'^2}{45a'^2+4\gamma'^2}.$$

It is zero for a purely isotropic band and $3/4$ when $a'=0$.

## Thermal factor

Take one mode with mass-weighted coordinate $Q$ and angular frequency $\omega_k$, and let $\alpha'=\partial\alpha/\partial Q$. Equipartition gives $\langle Q^2\rangle=kT/\omega_k^2$, hence $\langle Q(t)Q(0)\rangle=(kT/\omega_k^2)\cos\omega_kt$. The cosine divides its weight equally between $\pm\omega_k$, so the area on the Stokes side is

$$I_{\rm cl}=\alpha'^2\,\frac{kT}{2\omega_k^2}. \tag{2}$$

The quantum matrix element is $|\langle n+1|Q|n\rangle|^2=\hbar(n+1)/2\omega_k$. Its thermal average contains the Bose number $\bar n=1/(e^x-1)$, and

$$I_q=\alpha'^2\,\frac{\hbar}{2\omega_k}(\bar n+1),\qquad \frac{I_q}{I_{\rm cl}}=x(\bar n+1)=\frac{x}{1-e^{-x}} .$$

On the anti-Stokes side $\bar n+1$ becomes $\bar n$, and the ratio is $x\bar n=x/(e^x-1)$. This is the same function evaluated at $-x$, so one formula serves both sides. It tends to 1 for $x\to0$, where classical nuclei suffice, and to $x$ for $x\gg1$, where zero-point motion replaces thermal motion. Since (2) applies to every product of tensor components, the factor is common to $S_{\rm iso}$ and $S_\gamma$. The Stokes cross section of mode $k$ is then

$$\frac{d\sigma_k}{d\Omega}=(2\pi)^4\tilde\nu_L(\tilde\nu_L-\tilde\nu_k)^3\,\frac{\hbar}{2\omega_k}(\bar n_k+1)\,\frac{A_k}{45},\qquad A_k=45a_k'^2+7\gamma_k'^2, \tag{3}$$

where $A_k$ is the Raman activity.

**Detailed balance does not determine the factor.** It requires $f(x)/f(-x)=e^x$. The function $2/(1+e^{-x})$ satisfies this, as does any valid factor multiplied by an even function of $x$. Relative to the correct harmonic strength it gives

$$\frac{2}{1+e^{-x}}\cdot\frac{1-e^{-x}}{x}=\frac2x\tanh\frac x2 ,$$

which tends to 1 for small $x$ and falls as $2/x$ for large $x$.

**The factor fails for overtones.** Suppose $\alpha$ contains a term proportional to $Q^2$. The quantum strength of the transition $n\to n+2$ is

$$(\hbar/2\omega_k)^2\langle(n+1)(n+2)\rangle=(\hbar/2\omega_k)^2\,2(\bar n+1)^2,$$

because the thermal distribution has $\langle n^2\rangle=2\bar n^2+\bar n$. Classically, $Q=Q_0\cos\omega_kt$ gives $Q^2$ a component of amplitude $Q_0^2/4$ at $+2\omega_k$. With $Q_0^2=2E/\omega_k^2$ and $\langle E^2\rangle=2(kT)^2$, its mean square is $(kT)^2/2\omega_k^4$. The true ratio is thus $x^2(\bar n+1)^2$. Equation (1) would apply $2x/(1-e^{-2x})$ at the doubled frequency. The remaining error is

$$\frac{x^2}{(1-e^{-x})^2}\cdot\frac{1-e^{-2x}}{2x}=\frac x2\coth\frac x2 ,$$

with $x$ taken at the fundamental. Corrected overtones are too weak by this factor.

## Estimator

Let $R$ trajectories supply $N$ frames each, at spacing $\delta$. For each scalar component $y$, after subtraction of its mean over all frames and trajectories,

$$C_m=\frac1{R(N-m)}\sum_{r=1}^{R}\sum_{n=0}^{N-m-1}y_{r,n}\,y_{r,n+m}.$$

Division by $N-m$, the number of time origins, prevents a spurious decay. The mean is removed because the static polarizability would put a large line at zero shift. Cutting the window off at lag $M$ gives that line side lobes, which can reach the bands and matter most when the fluctuations are small beside the static value. The spectrum per unit wavenumber is

$$S(\tilde\nu)=c\,\delta\Big[C_0+2\sum_{m=1}^{M}w_mC_m\cos(2\pi c\tilde\nu m\delta)\Big],\qquad w_m=e^{-(m\delta)^2/2\sigma_t^2}.$$

Integrated over one full period $1/(c\delta)$ in wavenumber, each cosine vanishes and $C_0$ remains. A window with $w_0=1$ therefore preserves total area. It turns each line into a Gaussian of standard deviation $\sigma_{\tilde\nu}=1/(2\pi c\sigma_t)$, a chosen resolution and not a physical width.

Equation (2) also yields activities directly from the classical spectra:

$$A_k=\int_{\rm band}\frac{2\omega^2}{kT}\left(45S_{\rm iso}+7S_\gamma\right)d\tilde\nu . \tag{4}$$

**Derivative route.** If the time derivative of $\alpha$ is correlated instead, $S_{\dot\alpha}=\omega^2S_\alpha$ before windowing, and the thermal factor applied to $S_{\dot\alpha}$ is $x/[\omega^2(1-e^{-x})]$. A central difference changes this. Acting on $e^{-i\omega t}$, it gives $-i\sin(\omega\delta)/\delta$ in place of $-i\omega$, so the spectrum acquires $\sin^2(\omega\delta)/\delta^2$. Division by $\omega^2$ leaves the error factor $[\sin(\omega\delta)/\omega\delta]^2\approx1-(\omega\delta)^2/3$. The remedy is to divide by $\sin^2(\omega\delta)/\delta^2$ instead of $\omega^2$. It fails close to the Nyquist frequency $\omega=\pi/\delta$, where this divisor vanishes. The divisor also vanishes at zero shift, as $\omega^2$ does, so either division distorts bands whose distance from zero is not large compared with $\sigma_{\tilde\nu}$.

## Initial conditions and integrator

In a harmonic molecule each mode keeps its energy $E_k$. A long time average over one trajectory gives $\langle Q^2\rangle=E_k/\omega_k^2$, so its band is weighted by $E_k/kT$. Running longer does not repair this. The canonical distribution of $E_k$ is exponential, with standard deviation $kT$, so $R$ independent trajectories leave a relative standard error $1/\sqrt R$ in the area of a band that belongs to a single mode.

For linear $\alpha$ the scatter can be removed, provided that $R$ is larger than twice the number of modes. Draw Gaussian numbers for all scaled mode coordinates and velocities, subtract their sample means, and transform them linearly so that their sample covariance, computed with divisor $R$ and not $R-1$, is the identity. Scaling by $\sqrt{kT}/\omega_k$ for $Q_k$ and $\sqrt{kT}$ for $\dot Q_k$ then gives, from any time origin $t$,

$$\langle Q_k(t)Q_k(t+\tau)\rangle=\frac{kT}{\omega_k^2}\left[\cos\omega_kt\cos\omega_k(t+\tau)+\sin\omega_kt\sin\omega_k(t+\tau)\right]=\frac{kT}{\omega_k^2}\cos\omega_k\tau .$$

Velocity Verlet with step $\Delta t$ obeys $Q_{n+1}-2Q_n+Q_{n-1}=-\omega^2\Delta t^2Q_n$. Inserting $e^{-i\Omega n\Delta t}$ gives $4\sin^2(\Omega\Delta t/2)=\omega^2\Delta t^2$, hence

$$\Omega=\frac2{\Delta t}\arcsin\frac{\omega\Delta t}2\approx\omega\left(1+\frac{\omega^2\Delta t^2}{24}\right).$$

The motion is bounded for $\omega\Delta t<2$, and lines move upward. The amplitude changes too. The first step is $Q_1=Q_0\cos\Omega\Delta t+\dot Q_0\Delta t$, so the coefficient of $\sin\Omega t$ is

$$\frac{\dot Q_0\Delta t}{\sin\Omega\Delta t}=\frac{\dot Q_0}{\omega\sqrt{1-\omega^2\Delta t^2/4}} .$$

Averaging the squares of the sine and cosine coefficients raises $\langle Q^2\rangle$ by the relative amount $\omega^2\Delta t^2/8$. In (4) the factor $\omega^2$ is read at the shifted line and adds $\omega^2\Delta t^2/12$. The activity is therefore too large by $5\omega^2\Delta t^2/24$ to leading order.

## Pseudocode and cost

```
draw R initial conditions with canonical second moments
for each trajectory:
    propagate; every delta, store alpha (6 components)
subtract the common mean tensor
a = tr(alpha)/3 ; beta = alpha - a*1
for y in {a, 6 components of beta}:
    zero-pad to length >= N + M
    C_y = inverse FFT of mean over r of |FFT y|^2
    C_y[m] /= (N - m),  m = 0..M
C_iso = C_a
C_gamma = 3/2 * (sum of diagonal C + 2 * sum of off-diagonal C)
multiply by w ; cosine transform -> S_iso, S_gamma
multiply by optical prefactor and x/(1 - exp(-x))
integrate over bands
```

Padding prevents the end of a trajectory from being correlated with its beginning. The transforms cost of order $7RN\log N$ operations, and storage is of order $7RN$ numbers. If forces and polarizabilities come from electronic-structure calculations, those calculations dominate. A larger spacing $\delta$ then saves polarizability evaluations, though forces are still needed at every time step. It must satisfy $\tilde\nu_{\max}<1/(2c\delta)$, where $\tilde\nu_{\max}$ is the highest wavenumber present in $\alpha$, overtones and combination lines included, since higher ones fold back onto the spectrum. In the derivative route the bands must also not lie close to this limit, where the divisor vanishes.

## Validation on a bent triatomic

The model has a central mass of 20 u, end masses of 10 u, bonds of 1.5 Å and an angle of 110°. Each stretch has a spring constant of 500 N/m and the bend $6.0\times10^{-19}$ J/rad². Each bond contributes polarizabilities of 2.0 Å³ along it and 1.0 Å³ across it, with slopes 2.5 and 0.5 Å² in the bond length. The temperature is 300 K and the laser wavenumber 20000 cm⁻¹.

Diagonalizing the mass-weighted Hessian gives the modes, and central differences of $\alpha$ along them give the reference activities. The other route uses 128 Cartesian velocity Verlet trajectories with $\Delta t=0.5$ fs, 4096 frames each at $\delta=2$ fs, lags up to 3000 fs and $\sigma_{\tilde\nu}=8$ cm⁻¹. Bands are integrated over ±55 cm⁻¹. The full nonlinear bond model is evaluated at every frame, with displacements multiplied by $s=0.05$ and the resulting spectra divided by $s^2$. Harmonic forces are linear, so a trajectory scaled by $s$ is a valid trajectory at temperature $s^2T$. Small $s$ isolates the linear response.

| Mode | $\tilde\nu_k$ (cm⁻¹) | $A_k$, modes (Å⁴/u) | $A_k$, trajectories (Å⁴/u) | $\rho$ |
|---|---|---|---|---|
| bend | 366.3 | 2.552 | 2.554 | 0.733 |
| sym. stretch | 1070.0 | 18.150 | 18.189 | 0.047 |
| antisym. stretch | 1190.8 | 5.380 | 5.395 | 0.750 |

For the symmetric stretch, $a'^2=0.36105$ and $\gamma'^2=0.27180$ Å⁴/u, so $A=45(0.36105)+7(0.27180)=16.247+1.903=18.150$ Å⁴/u. In the antisymmetric stretch one bond lengthens as the other shortens. The trace changes cancel, $a'=0$, and $\rho=3/4$. The bend comes close to this value because the trace in this model depends on bond lengths alone, which the bend changes little.

For the two stretches, the small excess of the trajectory activities is almost entirely integrator error. For the antisymmetric stretch $\omega\Delta t=0.112$, and $5\omega^2\Delta t^2/24=0.26\%$, against an observed excess of 0.27% over the normal-mode value $7(0.76864)=5.3805$ Å⁴/u. The line centre lies at 1191.45 cm⁻¹, about 0.62 cm⁻¹ too high, in agreement with the 0.625 cm⁻¹ of the arcsine formula. For the bend the finite line width matters more: averaging $\omega^2$ over the Gaussian adds $(8/366)^2=0.05\%$, while the integrator adds only 0.02%.

The thermal factors are $1.757\times1.2086=2.12$ for the bend and $5.132\times1.0059=5.16$ for the symmetric stretch. For the latter, (3) is evaluated with

$$(2\pi)^4(20000)(18930)^3=2.114\times10^{20}\ \mathrm{cm^{-4}},\qquad \frac{\hbar}{2\omega}=0.01575\ \mathrm{u\,Å^2}.$$

Since 1 Å⁶ is $10^{-48}$ cm⁶,

$$\frac{d\sigma}{d\Omega}=2.114\times10^{20}\times0.01575\times1.0059\times\frac{18.150}{45}\times10^{-48}=1.35\times10^{-30}\ \mathrm{cm^2/sr}.$$

The trajectories also give $1.35\times10^{-30}$ cm²/sr. For the bend both routes give 0.744, and for the antisymmetric stretch 0.352 and 0.353, in units of $10^{-30}$ cm²/sr. The bend has about one seventh of the symmetric stretch's activity but more than half its cross section, because $(\bar n+1)/\omega$ favours it by a factor of 3.51 and $(\tilde\nu_L-\tilde\nu_k)^3$ by a further 1.12, which raises the ratio from 0.141 to 0.55. Its anti-Stokes to Stokes photon ratio is 0.193, larger than $e^{-x}=0.173$ because the anti-Stokes light has the higher optical frequency.

## Failure modes and their size

- **Wrong thermal factor.** Using $2/(1+e^{-x})$ leaves 0.80 of the true strength for the bend, 0.39 for the symmetric stretch and 0.35 for the antisymmetric stretch. These unequal losses reverse the intensity order quoted at the start.
- **One trajectory.** The first of the 128 gives bands 2.04, 1.74 and 2.25 times the canonical ones, in table order. Its mode energies in units of $kT$ are 2.04, 1.73 and 2.24.
- **Uncorrected central difference.** At $\delta=2$ fs the factor $[\sin(\omega\delta)/\omega\delta]^2$ removes 0.6% of the bend and 6.5% of the antisymmetric stretch.
- **Overtones.** The true first-overtone strength exceeds the corrected classical one by factors of 1.24, 2.60 and 2.87 in table order, if the overtone arises from a $Q^2$ term in $\alpha$.
- **Nonlinear polarizability.** At full 300 K amplitude, relative to the values at $s=0.05$, the apparent activities change by +0.29%, −0.17% and −0.49% in table order. Cubic terms in the displacement add to the linear amplitude at the fundamental, so the leading relative change grows as $s^2$. For the antisymmetric stretch, going from half to full amplitude multiplies the change by 4.01, close to the $(1-0.05^2)/(0.5^2-0.05^2)=4.03$ that a pure $s^2$ law gives from this baseline. The percentages belong to this ensemble, whose fourth moments are sampled and not fixed.
- **Conditions outside the derivation.** The orientation average survives molecular rotation if laboratory-frame tensors are correlated in an isotropic sample, but the thermal factor was derived for vibration alone. With anharmonic forces it becomes an approximation. Near electronic resonance, the static polarizability itself is no longer the right quantity to correlate.
